# Contact resonance, damping and piezoresponse from band-excitation spectra

## Definitions and conventions

A conducting tip rests on a ferroelectric surface. A voltage of amplitude \(V\), spread over a frequency band, makes the surface move with amplitude \(u=Vd\), where \(d\) is the effective piezoresponse. Time dependence is \(e^{i\omega t}\), and upward displacement is positive. The lever has length \(L_0\), bending rigidity \(EI\), static stiffness \(k=3EI/L_0^3\) and free first resonance \(\omega_f\). The contact is a linear spring \(k^*\), with \(r=k^*/k\).

The detector measures the slope \(w'\) at the lever's end. A static end force \(F\) gives \(w(L_0)=FL_0^3/3EI\) and \(w'(L_0)=FL_0^2/2EI\), so static calibration reports

\[
z=\tfrac23L_0w'(L_0).
\]

In a vibrating contact \(z\) is therefore not the tip displacement.

Let \(Y(\omega)\) be the response divided by the drive spectrum and multiplied by the nominal amplitude \(V\). Near one resonance the model is

\[
Y=e^{-i\omega\tau}\,[A L(\omega)+b_0+b_1x],\qquad
L=\frac{\omega_0^2}{\omega_0^2-\omega^2+i\gamma\omega},\qquad \gamma=\frac{\omega_0}{Q}.
\]

Here \(\tau\) is the electronic delay and \(x\) runs from \(-1\) to \(1\) across the band. The complex numbers \(A,b_0,b_1\) include a constant instrument phase \(\phi_0\). Since \(|L(\omega_0)|=Q\), the resonant peak is \(|A|Q\), and \(A\) is the modal amplitude with the resonant enhancement removed. It still has to be converted to surface motion.

## When a finite record gives a transfer function

Let \(z\) obey \(\ddot z+\gamma\dot z+\omega_0^2z=\omega_0^2s(t)\). Transform over a record of length \(T\), at bins where \(e^{-i\omega T}=1\). Integration by parts gives

\[
\int_0^T\dot z e^{-i\omega t}dt=[z]_0^T+i\omega Z,\qquad
\int_0^T\ddot z e^{-i\omega t}dt=[\dot z+i\omega z]_0^T-\omega^2Z.
\]

Substitution into the equation of motion yields

\[
(\omega_0^2-\omega^2+i\gamma\omega)Z=\omega_0^2S-[\dot z+(i\omega+\gamma)z]_0^T.
\]

Thus \(Z/S=L\) if the final state equals the initial one. For a single pulse starting from rest, the ringing must have died out before the record ends. Its amplitude decays in a time \(2Q/\omega_0\).

A tapered 4 ms chirp from 262 to 362 kHz was integrated in time to test this. For \(Q=120\) the ring-down time is 122 µs, and the largest transform error was 0.014% of the peak, most of it time-step error of the integration and not the boundary term. With the same chirp and \(Q=2400\), the error was 45%. Fitting \(L\) directly to such a truncated record gives wrong parameters. The boundary term must be modelled or suppressed. One way to suppress it is to multiply both \(s\) and \(z\) by \(e^{-at}\) before transforming, which replaces \(\omega\) by \(\omega-ia\) in \(L\) and weakens the final state relative to the earlier response.

## From modal amplitude to surface displacement

Take a uniform lever, clamped at one end, with tip and laser spot at the other and uniform viscous damping. Its equation is

\[
EI\,w''''=\mu(\omega^2-i\gamma\omega)w,
\]

where \(\mu\) is mass per length. Define \(\kappa^4=\mu L_0^4(\omega^2-i\gamma\omega)/EI\) and \(\xi=\kappa x_b/L_0\), with \(x_b\) the position along the beam. The clamped conditions \(w(0)=w'(0)=0\) leave

\[
w=a(\cos\xi-\cosh\xi)+b(\sin\xi-\sinh\xi).
\]

There is no end torque, so \(w''(L_0)=0\). This is satisfied by

\[
a=-C(\sin\kappa+\sinh\kappa),\qquad b=C(\cos\kappa+\cosh\kappa).
\]

Introduce

\[
N=1+\cos\kappa\cosh\kappa,\quad
P=\sin\kappa\cosh\kappa-\cos\kappa\sinh\kappa,\quad
S=\sin\kappa\sinh\kappa .
\]

Multiplying out the products, with \(\cos^2+\sin^2=1\) and \(\cosh^2-\sinh^2=1\), gives

\[
w(L_0)=2CP,\qquad w'(L_0)=\frac{2C\kappa S}{L_0},\qquad
w'''(L_0)=-\frac{2C\kappa^3N}{L_0^3}.
\]

An upward end force \(F\) requires \(EIw'''(L_0)=-F\). The contact supplies \(F=k^*[u-w(L_0)]\). Using \(EI/L_0^3=k/3\),

\[
\frac{2Ck\kappa^3N}{3}=k^*(u-2CP)
\quad\Rightarrow\quad
2C=\frac{3ru}{D},\qquad D=\kappa^3N+3rP.
\]

The detected and actual tip motions are therefore

\[
\frac zu=\frac{2r\kappa S}{D},\qquad \frac{w(L_0)}u=\frac{3rP}{D}.
\]

Resonance is \(D=0\). At the real root \(\kappa_0\), the measured frequencies determine the contact:

\[
\kappa_0=\kappa_f\sqrt{\omega_0/\omega_f},\qquad
r=-\frac{\kappa_0^3N}{3P},
\]

where \(\kappa_f\) is the first positive root of \(N=0\).

The gain follows from the residue. Because \(\kappa^4\) is proportional to \(\omega^2-i\gamma\omega\), the modal term is

\[
\chi L=\frac{\chi\kappa_0^4}{\kappa_0^4-\kappa^4}
\simeq-\frac{\chi\kappa_0}{4(\kappa-\kappa_0)}.
\]

Near the same pole, \(z/u\simeq2r\kappa_0S/[D'(\kappa-\kappa_0)]\), where \(D'=dD/d\kappa\). Equating coefficients gives \(\chi=-8rS/D'\). Direct differentiation gives \(N'=-P\) and \(P'=2S\), so

\[
D'=3\kappa^2N-\kappa^3P+6rS.
\]

At resonance \(N=-3rP/\kappa^3\). Hence

\[
D'=6rS-P\left(\kappa^3+\frac{9r}{\kappa}\right),\qquad
\boxed{\chi=-\frac{8rS}{6rS-P(\kappa^3+9r/\kappa)}}.
\]

All quantities in the box are evaluated at \(\kappa_0\). Once this pole is subtracted, the remaining response is singular only at the other resonances. Across a band far from them it is smooth, which is one reason for including \(b_0+b_1x\); direct electrical feedthrough is another.

For \(r\to\infty\), resonance requires \(P\to0\) with \(rP\) finite, so \(\chi\to-4/3\). The minus sign means that, below resonance, the modal slope signal opposes the surface displacement. For \(r\to0\) on the first mode, \(\chi\to0\), because a vanishing spring transmits no force. Between these limits \(\chi\) changes sign at \(\kappa_0=\pi\), where \(S=0\). End-slope detection is blind to the mode there, and dividing by \(\chi\) fails.

The corresponding gain for actual tip displacement is

\[
\chi_w=-\frac{12rP}{\kappa D'}.
\]

It also measures stiffness sensitivity. Differentiating \(D(\kappa,r)=0\) gives \(d\kappa/dr=-3P/D'\), and \(\omega_0^2\propto\kappa_0^4\), so

\[
\frac{d\ln\omega_0^2}{d\ln k^*}=\frac{4r}{\kappa}\frac{d\kappa}{dr}=\chi_w.
\]

As the contact stiffens, \(\chi_w\to0\), and frequency ceases to determine \(k^*\) well. At contact stiffnesses of 300 and 285 N/m, a finite-element beam reproduced the formula for \(\chi\) within 0.1%.

## Delay and background are nearly degenerate

The poles of \(L\) are \(p\) and \(-p^*\), with

\[
p=\omega_0\sqrt{1-\frac1{4Q^2}}+\frac{i\omega_0}{2Q}.
\]

Indeed \(\omega_0^2-\omega^2+i\gamma\omega=-(\omega-p)(\omega+p^*)\). The pole inside the band contributes a multiple of \(1/(\omega-p)\). With delay,

\[
\frac{e^{-i\omega\tau}}{\omega-p}
=\frac{e^{-ip\tau}}{\omega-p}
+\frac{e^{-i\omega\tau}-e^{-ip\tau}}{\omega-p}.
\]

The last term has no pole, since its numerator vanishes at \(p\). When \(|\omega-p|\tau\) is small across the band, it is nearly a low-order polynomial and is absorbed by the background. An uncorrected fit therefore returns approximately

\[
A_{\rm fit}=A e^{-ip\tau},\qquad
\left|\frac{A_{\rm fit}}A\right|=e^{\omega_0\tau/2Q}.
\]

One spectrum with a free background thus constrains \(\tau\) poorly. It should be measured separately, from a reference signal sent through the same electronics. The slope of the reference phase against \(\omega\) is \(-\tau\), and the data are multiplied by \(e^{i\omega\tau}\) before fitting.

For \(\tau=1\) µs and \(Q=120\), the predicted amplitude factor is 1.0082, and a fit to a delayed noise-free resonance gave the same value to these digits. The phase error is larger, about \(-\omega_0\tau\), and it varies between pixels whose resonance frequencies differ.

## Separating the electrostatic drive

A background fit removes nonresonant signals. It cannot remove an electrostatic force that drives the same mode, because that response has the same \(L(\omega)\). Let \(e\) be this force's equivalent surface displacement per volt. In two antiparallel domains,

\[
A_\pm=e^{i\phi_0}\chi_\pm V(\pm d+e_\pm).
\]

Dividing by the gains and combining,

\[
\frac1{2V}\left(\frac{A_+}{\chi_+}-\frac{A_-}{\chi_-}\right)
=e^{i\phi_0}\left[d+\frac{e_+-e_-}{2}\right],
\]

\[
\frac1{2V}\left(\frac{A_+}{\chi_+}+\frac{A_-}{\chi_-}\right)
=e^{i\phi_0}\frac{e_++e_-}{2}.
\]

If \(e_+=e_-\), the first expression is \(de^{i\phi_0}\). Equal \(|d|\) in the two domains has also been assumed. Adding \(\pi\) to \(\phi_0\) reverses the sign of \(d\), so the absolute sign needs an independent calibration of \(\phi_0\), or a domain whose sign of response is already known. Knowing only the polarity of a domain is not enough.

## Fitting scheme

For given \(\omega_0\) and \(Q\), the model is linear in \(c=(A,b_0,b_1)^T\). Let \(B\) have columns \(L,1,x\), and let \(W\) be diagonal with entries \(1/\sigma_j\), where \(\sigma_j\) is the noise in each quadrature of bin \(j\). The scheme minimises

\[
R(\omega_0,Q)=\min_c\|W(Y-Bc)\|^2.
\]

Only two real parameters remain in the nonlinear search.

```
measure tau from the reference; Y <- Y * exp(i*w*tau)
measure sigma_j from undriven records
for each domain:
    w_start <- frequency of largest |Y|
    for Q on a logarithmic grid:
        solve weighted linear least squares for A, b0, b1
        store residual
    start at w_start and the Q of least residual
    repeat until converged:
        solve for A, b0, b1 at the trial (w0, Q)
        update w0 and log Q by nonlinear least squares
    r, chi <- beam formulas at w0
d*exp(i*phi0) <- (A_up/chi_up - A_down/chi_down) / (2V)
```

With \(n\) bins and \(m\) linear coefficients, one inner solution costs \(O(nm^2)\) operations and \(O(nm)\) storage. Here \(n=321\) and \(m=3\). The total is this cost times the number of grid and search evaluations, so it grows linearly with bins and pixels. An orthogonal least-squares solver avoids forming \(B^\dagger B\), which would square the condition number. Searching in \(\log Q\) keeps \(Q\) positive.

The noise weights follow from the one-sided noise density \(S_z\). A bin of width \(1/T\) contains mean-square motion \(S_z/T\). A complex amplitude \(n_j\) has mean-square motion \(|n_j|^2/2\), so each quadrature has variance \(S_z/T\). After \(M\) averages and division by the relative drive amplitude \(\beta_j\) in the bin,

\[
\sigma_j^2=\frac{S_z(\omega_j)}{MT\beta_j^2}.
\]

For thermal motion driven by a white force, \(S_z=S_0|L|^2\). Since \(\int_0^\infty|L|^2d\omega/2\pi=Q\omega_0/4\), matching the mean-square motion gives \(S_0=4\langle z^2\rangle/(Q\omega_0)\). The detector floor is added to this density.

For standard errors, let \(J\) hold the derivatives of the weighted real and imaginary model values with respect to all eight real parameters. To first order in unit-variance noise \(n\), the parameter error is \((J^TJ)^{-1}J^Tn\), so its covariance is \((J^TJ)^{-1}\). Projection along the phase of \(A\) gives \(\sigma_A\). For independent domain spectra,

\[
\sigma_d=\frac1{2V}\sqrt{\left(\frac{\sigma_{A+}}{\chi_+}\right)^2+
\left(\frac{\sigma_{A-}}{\chi_-}\right)^2}.
\]

This neglects the small uncertainty of \(\chi\) that comes from \(\omega_0\).

## Worked example

The lever has \(k=3\) N/m and a free resonance at 75 kHz. The up and down contacts have stiffnesses of 300 and 285 N/m. The input response is \(d=20\) pm/V and the drive is 0.5 V. Finite elements generated the spectra, including a distributed electrostatic load, 60 pm of feedthrough with a sloping background, a 1 µs delay, and thermal and detector noise. Sixteen records were averaged per domain, and the fit covered 272–352 kHz.

| Quantity | Up | Down |
|---|---:|---:|
| Frequency (kHz) | 312.864 ± 0.006 | 312.041 ± 0.005 |
| \(Q\) | 120.6 ± 0.5 | 118.3 ± 0.4 |
| Modal amplitude (pm) | 10.70 ± 0.02 | 13.41 ± 0.02 |
| Gain \(\chi\) | −1.207 | −1.199 |
| Inferred \(k^*\) (N/m) | 299.9 | 285.1 |

Taken alone, the up domain gives \(10.70/(1.207\times0.5)=17.7\) pm/V, and the down domain gives 22.4 pm/V. Their modal phases, −128.9° and 51.2°, are opposite, so the signed half-difference is the mean of the two magnitudes:

\[
d=\frac{17.726+22.356}{2}=20.04\pm0.03\ \text{pm/V}.
\]

The half-sum has the same standard error as the half-difference. It gives an electrostatic equivalent of −2.32 ± 0.03 pm/V, against −2.25 pm/V from the beam calculation, a gap of about 2.4 standard errors in this noise draw. In this example, then, a good resonance fit in one domain misses \(d\) by 11% (up) or 12% (down).

The recovered delay is 0.9964 µs. Its error of 0.0036 µs, times \(\omega_0=1.966\) rad/µs, is 0.007 rad or 0.4°, which accounts for the difference between the recovered common phase of 51.2° and the input of 51.6°.

The down-domain \(Q\) lies 3.3 standard errors below its true value of 119.7. This is a larger excursion than expected of one noise draw. The repeated-measurement test covered \(d\), not \(Q\): 120 draws gave a scatter of 0.026 pm/V, against the predicted 0.028 pm/V. The quoted error of \(Q\) has no such independent support.

## Stability and failure modes

**Missing background.** For the noise-free up spectrum, omitting \(b_0\) and \(b_1\) changed \(Q\) from 120.0 to 111.2 and \(|A|\) from 10.72 to 11.56 pm. Interference with the feedthrough skews the line, and the oscillator parameters absorb the misfit.

**Poor band or start.** If the band is not much wider than the line, \(L\) resembles the polynomial columns and \(A\) becomes ill-determined. Here the full linewidth is 2.6 kHz, so the band spans about 31 linewidths. The starting rule can fail if feedthrough or another mode exceeds the wanted peak.

**Wrong tip position.** Moving the tip inward by 2% of the lever length, with the laser still at the end, raised the up resonance to 324.5 kHz. The unchanged beam formula then gave \(k^*=1107\) N/m instead of 300 N/m, while \(d\) fell to 18.9 pm/V, 5.5% below the input. This figure keeps the end-tip calibration \(z=\tfrac23L_0w'\). A static calibration made through the set-back tip gives \(\tfrac23(0.98L_0)w'\), which lowers \(d\) by a further 2%, to 18.5 pm/V or 7.4% below the input. The small sensitivity \(\chi_w=0.102\), which falls further as the inferred contact stiffens, explains the large stiffness error: a modest geometric frequency shift is read as a large stiffness change. Inferred stiffness therefore needs a calibrated tip position far more than \(d\) does.

**Damping and laser position.** Moving all damping from the lever into the contact, with \(Q\) kept near 120, gave \(d=20.02\) pm/V. Moving only the laser inward by 2% gave 19.94 pm/V. Both changes are below 0.5% for these settings.

**Nonlinear contact.** For a Hertz contact, \(F\propto\delta^{3/2}\), so \(k^*=3F/2\delta\). A 150 nN load gives a static indentation \(\delta=1.5\times150/300=0.75\) nm. Under a steady drive of amplitude \(V\) at resonance, the piezoresponse alone would give a tip motion of \(\chi_wQVd\), or 122 pm, about 16% of that indentation. The electrostatic drive changes this by about 11%, downward in the up domain and upward in the down domain. The chirp crosses the linewidth in 104 µs, less than the ring-down time, so the motion does not reach its steady amplitude, and 122 pm serves here as an estimate of scale. Averaging the Hertz force over a purely sinusoidal cycle at constant mean load gives a frequency shift of about −40 Hz. The nonlinear force also drives motion at \(2\omega_0\), which acts back at the same order in amplitude and brings the shift to about −58 Hz. Either value is small beside the half linewidth of 1304 Hz. The ratio of motion to indentation grows with drive and \(Q\), and eventually the linear model fails.

## Relation to real measurements

The parameters lie in the rough regime of a metal-coated force-modulation probe on a ferroelectric oxide film in air: a lever of a few N/m, contact resonance at a few hundred kHz, \(Q\) of order 100 and a response of tens of pm/V. The contact itself is softer than these materials would normally give. For a Hertz contact \(k^*=2E^*\sqrt{R\delta}\), where \(E^*\) is the reduced modulus and \(R\) the tip radius. With \(R=30\) nm and the 150 nN load, 300 N/m means \(E^*=32\) GPa, whereas a metal coating on an oxide typically has 50 GPa or more. At the same load and radius such a contact would be stiffer and its indentation smaller, so the example illustrates the analysis and does not represent a particular film. Sixteen averages of 4 ms make a slower measurement than a single pulse per pixel. Real probes have a tilted lever, a set-back tip with mass, and lateral contact stiffness. Of these only set-back was sized, at 5.5% in \(d\) for a 2% displacement with the end-tip calibration, or 7.4% when the static calibration is made through the set-back tip.

Surface potential may also depend on polarization. If the electrostatic load reversed completely with the domain, then \(e_-=-e_+\), and the half-difference would return \(d+e_+\). With \(|e_+|=2.25\) pm/V this is an 11% error that the two-domain method cannot detect. Varying a common dc bias does not expose it either. The force at the drive frequency is proportional to the dc potential difference between probe and surface, so the bias shifts \(e_+\) and \(e_-\) almost equally and cancels from the half-difference. If one domain fills the whole area facing the lever, its surface potential can be measured separately and its response recorded at the bias that makes the potential difference zero. There \(e\) vanishes, provided the bias doesn't alter the polarization. For domains much smaller than the lever this remedy fails, because the distributed force depends on a weighted average of the potential over the whole facing area. That force is then nearly the same for neighbouring domains, and the half-difference largely removes it, but a local force at the tip apex can still change with the domain.

The drive must also leave the domains unchanged. For a 30 nm tip radius \(V/R\) is 0.17 MV/cm, but the field under the contact is larger. The indentation above gives a contact radius \(a=\sqrt{R\delta}=4.7\) nm. A conducting disc of that radius on a thick, isotropic dielectric has a surface field \(2V/(\pi a)=0.67\) MV/cm at its centre. The centre is the weakest point: at radius \(\rho\) the field is \(2V/(\pi\sqrt{a^2-\rho^2})\), which is 1.5 MV/cm at \(\rho=0.9a\) and diverges at the rim of the ideal disc. These values exceed the macroscopic coercive field of many perovskite films, although switching of a volume this small can need a higher field, so the absence of switching has to be checked by experiment. The disc is a better guide than \(V/R\), but only a rough one. A stiffer contact at the same load has a smaller radius and a larger field, and the film's thickness and dielectric anisotropy also change the value. Finally, \(d\) is an effective surface displacement per volt. Converting it to a component of the piezoelectric tensor requires the field beneath the tip and the film's elastic constraint, neither of which a resonance fit supplies. The numerical output below lists the remaining inputs and results.

## Numbers as computed

```
Lever stiffness: 3.0 N/m; free frequency: 75.0 kHz
Input contact stiffness up/down: 300 / 285 N/m
Input d: 20.0 pm/V; drive: 0.50 V
Record: 4.0 ms; averages: 16; T: 300 K
Fit band: 272.0 to 352.0 kHz; bins: 321
Bin spacing: 0.250 kHz
Chirp sweep: 262 to 362 kHz
Lever length/width/height: 225/30/12 um
Contact potential: 0.50 V; load: 150 nN
Detector noise: 0.050 pm/sqrt(Hz)
Feedthrough: 60 pm, phase 0.70 rad, slope 0.30
True frequencies up/down: 312.870 / 312.033 kHz
True Q up/down: 120.00 / 119.68
Chirp transform error at Q=120: 0.0144 % of peak
Chirp transform error at Q=2400: 44.71 % of peak
Amplitude ring-down time: 122.1 us
Delay input/found: 1.0000 / 0.9964 us
Uncorrected delay amplitude factor, predicted: 1.00822
Uncorrected delay amplitude factor, fitted: 1.00819
Up frequency: 312.8642 +/- 0.0058 kHz
Up Q: 120.60 +/- 0.54
Up modal amplitude: 10.700 +/- 0.024 pm
Up modal phase: -128.87 deg
Up contact stiffness: 299.89 N/m; gain: -1.2073
Up d without domain separation: 17.726 pm/V
Up reduced chi-square: 1.025
Down frequency: 312.0410 +/- 0.0047 kHz
Down Q: 118.28 +/- 0.42
Down modal amplitude: 13.407 +/- 0.024 pm
Down modal phase: 51.17 deg
Down contact stiffness: 285.13 N/m; gain: -1.1994
Down d without domain separation: 22.356 pm/V
Down reduced chi-square: 0.959
Extracted d: 20.041 +/- 0.028 pm/V
Repeated-measurement scatter of d: 0.026 pm/V
Common phase input/found: 51.57 / 51.15 deg
Electrostatic equivalent, found: -2.315 pm/V
Electrostatic equivalent, beam value: -2.247 pm/V
Noise-free extracted d: 20.0032 pm/V
No-background up fit: Q=111.15, |A|=11.555 pm
With-background clean up fit: Q=120.00, |A|=10.719 pm
Stiffness sensitivity dln(w0^2)/dln(k*): 0.1017
Contact-dashpot case: d=20.020 pm/V, Q=120.70
2% tip set-back: d=18.907 pm/V, f=324.54 kHz
2% tip set-back: inferred k*=1107.1 N/m
2% laser displacement: d=19.936 pm/V
Thermal rms motion: 14.07 pm
Thermal noise at peak: 0.220 pm/sqrt(Hz)
Tip vibration/static indentation: 122.1 / 750.0 pm
Hertz frequency shift estimate: -39.8 Hz
Half linewidth: 1303.6 Hz
Field scale V/R for R=30 nm: 0.167 MV/cm
```
